# Radical Delivery from a Showerhead to a Consuming Wafer

**Q.** I would treat the gap between showerhead and wafer in one dimension: gas moves towards the wafer at speed $U$, radicals diffuse with diffusivity $D$, and the wafer consumes them. What is there to object to?

**A.** The constant speed. The wafer is solid, so the gas velocity normal to it must vanish there, and the gas has to leave sideways. It takes unreacted radicals with it, and a constant $U$ has no place for that loss.

**Q.** Then the flow is two-dimensional and the simple equation is lost.

**A.** The flow is two-dimensional, but the concentration need not be. Let $z$ run from the showerhead ($z=0$) to the wafer ($z=L$), with $\zeta=z/L$. Gas enters uniformly at face-averaged speed $U$. Away from the rim of a wide gap, look for a flow whose axial velocity depends on $z$ alone, $w=Uf(\zeta)$. For constant density, continuity reads

$$\frac1r\frac{\partial (r v_r)}{\partial r}+\frac{dw}{dz}=0\quad\Rightarrow\quad v_r=-\frac r2\frac{dw}{dz}=-\frac{rU}{2L}f'(\zeta),$$

where the integration constant is zero because $v_r$ is finite on the axis.

**Q.** You still have to find $f$.

**A.** Write $v_r=r\,g(z)$, so that $dw/dz=-2g$. A velocity proportional to $r$ has no radial viscous term, and the radial momentum equation divided by $r$ is

$$\rho\,(g^2+w g_z)=-\frac1r\frac{\partial p}{\partial r}+\mu g_{zz}.$$

The axial momentum equation contains functions of $z$ alone, so $\partial p/\partial z$ does not depend on $r$, and $\partial p/\partial r$ does not depend on $z$. Differentiating with respect to $z$ therefore removes the pressure:

$$\rho\,(2gg_z+w_zg_z+wg_{zz})=\mu g_{zzz}.$$

The first two terms cancel because $w_z=-2g$. Inserting $g=-(U/2L)f'$ leaves

$$f''''=\mathrm{Re}\,f f''',\qquad \mathrm{Re}=\frac{\rho UL}{\mu}.$$

For $\mathrm{Re}\to0$ (creeping flow), $f$ is a cubic. The gas enters along the normal and sticks to both plates, so $f(0)=1$, $f(1)=0$ and $f'(0)=f'(1)=0$. With $f=1+b\zeta^2+d\zeta^3$, the conditions at the wafer are $1+b+d=0$ and $2b+3d=0$. Hence $b=-3$, $d=2$ and

$$f=1-3\zeta^2+2\zeta^3 .$$

**Q.** Now the radicals. Does the sideways flow not enter their balance?

**A.** It does, but it can be hidden. For dilute radicals without gas-phase loss, the steady flux $c\mathbf v-D\nabla c$ has zero divergence. Since $\nabla\cdot\mathbf v=0$, this means $\mathbf v\cdot\nabla c=D\nabla^2c$. The boundary conditions and $w$ do not depend on $r$, so a solution $c(z)$ exists, and for it $v_r\,\partial c/\partial r=0$:

$$w\frac{dc}{dz}=D\frac{d^2c}{dz^2}.$$

The same equation in conservative form shows the loss:

$$\frac{d}{dz}\left(wc-D\frac{dc}{dz}\right)=c\frac{dw}{dz}.$$

The right side is negative because $w$ falls towards the wafer. It is the radial outflow.

**Q.** What do you impose at the wafer? Setting $c=0$ would assume perfect consumption.

**A.** Let a fraction $\gamma$ of the arriving radicals be lost. Near the surface, take a Maxwellian distribution with a small skew, $c\,\varphi(\mathbf v)(1+av_z)$, with $v_z$ positive towards the wafer. The net flux is $J=ca\langle v_z^2\rangle$. The one-way flux is the integral over $v_z>0$. The unskewed part gives $c\bar v/4$, with $\bar v=\sqrt{8k_BT/\pi m}$. The skew gives half of $ca\langle v_z^2\rangle$, because its integrand is even in $v_z$. Thus

$$J=\gamma\left(\frac{c\bar v}{4}+\frac J2\right)\quad\Rightarrow\quad J=k_sc_w,\qquad k_s=\frac{\gamma}{1-\gamma/2}\,\frac{\bar v}{4}.$$

This is first order in the skew, so it is an approximation that worsens as $\gamma$ approaches one. No gas crosses the wafer, so the flux there is diffusive: $-D\,dc/dz=k_sc_w$ at $z=L$.

**Q.** At the showerhead, surely the concentration is the one supplied.

**A.** What is supplied is a flux. In an inert hole of length $\ell$ with gas speed $U_h$, the flux $N=U_hc-D\,dc/dz$ is constant, so $c=N/U_h+Be^{U_hz/D}$, with $z$ here measured from the hole's entrance. Eliminating $B$ between the upstream value $c_{up}$ and the exit value $c_{exit}$ gives

$$N=U_h\,\frac{c_{up}-c_{exit}e^{-P}}{1-e^{-P}},\qquad P=\frac{U_h\ell}{D}.$$

For $P\gg1$ the gap cannot influence $N$. Define $c_{in}$ as the emerging radical flux, averaged over the face, divided by $U$; any loss on the hole walls is then already counted. If the face between the holes is inert,

$$Uc_{in}=Uc(0)-D\frac{dc}{dz}\Big|_0 .$$

Since $c$ falls away from the showerhead, $c(0)<c_{in}$.

**Q.** Solve it, and show me where the dimensionless numbers come from.

**A.** Measure distance from the wafer, $s=1-\zeta$. The flow profile becomes

$$f=1-3(1-s)^2+2(1-s)^3=3s^2-2s^3 .$$

One derivative changes sign, so the transport equation is

$$\frac{d^2c}{ds^2}=-\mathrm{Pe}\,(3s^2-2s^3)\frac{dc}{ds},\qquad \mathrm{Pe}=\frac{UL}{D}.$$

The wafer condition is

$$\frac{dc}{ds}\Big|_{s=0}=\mathrm{Da}\,c_w,\qquad \mathrm{Da}=\frac{k_sL}{D}.$$

This is a first-order equation for $dc/ds$. Integrating it from the wafer, and then integrating once more, gives

$$\frac{dc}{ds}=\mathrm{Da}\,c_w\,e^{-\mathrm{Pe}(s^3-s^4/2)},$$

$$c=c_w\left[1+\mathrm{Da}\int_0^{1-\zeta}e^{-\mathrm{Pe}(s^3-s^4/2)}ds\right].$$

Call the integral up to $s=1$ $I(\mathrm{Pe})$. At the showerhead, $c(0)=c_w(1+\mathrm{Da}\,I)$ and $dc/ds=\mathrm{Da}\,c_we^{-\mathrm{Pe}/2}$. The supply condition, multiplied by $L/D$, is $\mathrm{Pe}\,c_{in}=\mathrm{Pe}\,c(0)+dc/ds|_{s=1}$. Dividing by $\mathrm{Pe}$,

$$c_{in}=c_w\left(1+\mathrm{Da}\,I+\frac{\mathrm{Da}\,e^{-\mathrm{Pe}/2}}{\mathrm{Pe}}\right),$$

$$\boxed{\frac{c_w}{c_{in}}=\frac1{1+\mathrm{Da}\,\Lambda(\mathrm{Pe})},\qquad \Lambda=I(\mathrm{Pe})+\frac{e^{-\mathrm{Pe}/2}}{\mathrm{Pe}}}$$

The consumed flux is $k_sc_w=c_{in}/(1/k_s+L\Lambda/D)$, that is, a surface resistance in series with a delivery resistance. If $\mathrm{Da}\,\Lambda\ll1$, the wafer sees $c_{in}$ and its chemistry sets the rate. If $\mathrm{Da}\,\Lambda\gg1$, delivery does.

**Q.** So a small Peclet number means that diffusion controls delivery?

**A.** No. Expand for small $\mathrm{Pe}$:

$$I=1-\mathrm{Pe}\left(\frac14-\frac1{10}\right)+\dots,\qquad \frac{e^{-\mathrm{Pe}/2}}{\mathrm{Pe}}=\frac1{\mathrm{Pe}}-\frac12+\frac{\mathrm{Pe}}8-\dots$$

$$\Lambda=\frac1{\mathrm{Pe}}+\frac12-\frac{\mathrm{Pe}}{40}+\dots,\qquad \mathrm{Da}\,\Lambda\simeq\frac{k_s}{U}+\frac{k_sL}{2D}.$$

The first term is the larger one and does not contain $D$. Diffusion crosses the gap easily, and the shortage lies in the supply of radicals by the gas flow.

**Q.** And at large Peclet number?

**A.** Put $s=t\,\mathrm{Pe}^{-1/3}$. The quartic term in the exponent becomes $t^4\mathrm{Pe}^{-1/3}/2$ and vanishes, as does the inlet term $e^{-\mathrm{Pe}/2}/\mathrm{Pe}$. With $u=t^3$,

$$\Lambda\to\mathrm{Pe}^{-1/3}\int_0^\infty e^{-t^3}dt=\frac{\Gamma(1/3)}3\mathrm{Pe}^{-1/3}=0.893\,\mathrm{Pe}^{-1/3}.$$

The radicals must then diffuse through a layer of thickness $L\Lambda$ at the wafer. This limit needs $\mathrm{Pe}\gg1$ while $\mathrm{Re}\ll1$. Since $\mathrm{Pe}=\mathrm{Re}\,\mathrm{Sc}$ with $\mathrm{Sc}=\mu/\rho D$, it needs a large Schmidt number. In a gas $\mathrm{Sc}$ is of order one, so inertia alters $f$ before the limit is reached.

**Q.** Give me a case with numbers.

**A.** Take downstream ashing of photoresist by oxygen atoms on a 300 mm wafer. The inputs are rough typical values: 1 Torr, 500 K, 3000 sccm of O₂, $L=20$ mm, $\gamma=0.05$, $D=600$ cm²/s, and atoms making up 5 % of the gas fed. At 1 Torr and 500 K the volume flow is $3000\times760\times(500/273.15)/60\approx6.96\times10^4$ cm³/s. Dividing by the wafer area, 707 cm², gives $U=0.984$ m/s. With $\bar v=813$ m/s,

$$k_s=\frac{0.05}{0.975}\times\frac{813}{4}=10.4\ \text{m/s},$$

$$\mathrm{Pe}=\frac{0.984\times0.020}{0.060}=0.328,\qquad \mathrm{Da}=\frac{10.43\times0.020}{0.060}=3.48 .$$

The integral is $I=0.953$ and $\Lambda=3.54$, so $\mathrm{Da}\,\Lambda=12.3$ and $c_w/c_{in}=1/13.3=0.075$. The feed density $9.7\times10^{14}$ cm⁻³ falls to $7.3\times10^{13}$ cm⁻³ at the wafer, which consumes $7.6\times10^{16}$ atoms per cm² per second.

**Q.** A wafer concentration of 7.5 % of the feed sounds like poor delivery.

**A.** It reflects strong consumption. The captured fraction of the fed radicals is

$$\eta=\frac{k_sc_w}{Uc_{in}}=\frac{\mathrm{Da}}{\mathrm{Pe}}\frac{c_w}{c_{in}}=10.6\times0.0751=0.80 .$$

The other 20 % leaves radially. Just below the showerhead $c/c_{in}$ is already 0.32, so in this model, where gas enters uniformly over the face, 32 % of the supplied flux is carried away from the face by advection and 68 % by diffusion.

**Q.** Which knob matters, then?

**A.** Double one quantity, hold the other inputs fixed, and compare the flux consumed by the wafer:

- gas flow: factor 1.67
- diffusivity: factor 1.07
- sticking $\gamma$: factor 1.04
- pressure: factor 1.04

The denominator $1+\mathrm{Da}\,\Lambda$ explains them. It is about $1+k_s/U+k_sL/2D=1+10.6+1.7$, and the flow acts on the largest term. Doubling the pressure halves both $U$ and $D$, so $\mathrm{Pe}$ stays put while $\mathrm{Da}$ and $c_{in}$ double, and the two effects nearly cancel. The atom fraction was held at 5 % throughout. In a real source it changes with flow and pressure, so the factor 1.67 holds only for these inputs at fixed dissociation. The ranking also depends on $\gamma$, which is only roughly known. Below $\gamma\approx0.005$ doubling $\gamma$ gains more than doubling the flow; at $\gamma=0.001$ the factors are 1.68 and 1.09. The sensitivity of the flux to $k_s$ is $1/(1+\mathrm{Da}\,\Lambda)$, here 0.075, so with these inputs the rate would barely follow a thermally activated surface step. An asher whose rate rises strongly with wafer temperature is not in this regime.

**Q.** My constant-speed model would have been much simpler. How wrong is it here?

**A.** If gas passes through the wafer, the constant total flux gives $Uc_{in}=(U+k_s)c_w$, or $c_w/c_{in}=1/(1+\mathrm{Da}/\mathrm{Pe})=0.086$. That is 15 % above the value for the solid wafer. If instead no radical may escape, $Uc_{in}=k_sc_w$ gives $1/10.6=0.094$, which is 26 % above it. For weak consumption the second model fails badly: as $k_s\to0$ its $c_w$ grows without limit, while the correct one tends to $c_{in}$.

**Q.** A wafer has an edge, and you assumed it away.

**A.** A two-dimensional solution on a disk of radius 150 mm tests this, using the same creeping flow and a harsh condition: no radicals at all at the rim. At the centre, $c_w$ agrees with the formula to better than 0.01 %. It is more than 5 % below the central value within 33 to 34 mm of the edge, and the wafer average is about 15 % below the formula. For these numbers, the one-dimensional result therefore describes the interior. Uniformity near the edge depends on what surrounds the wafer.

**Q.** And the showerhead face? Metals and oxides also destroy radicals.

**A.** Add a loss $k_hc(0)$ on that face, with $\mathrm{Da}_h=k_hL/D$. The supply condition becomes $\mathrm{Pe}\,c_{in}=(\mathrm{Pe}+\mathrm{Da}_h)c(0)+dc/ds|_{s=1}$, and the same substitution gives

$$\frac{c_w}{c_{in}}=\frac{\mathrm{Pe}}{(\mathrm{Pe}+\mathrm{Da}_h)(1+\mathrm{Da}\,I)+\mathrm{Da}\,e^{-\mathrm{Pe}/2}} .$$

A sticking probability of 0.001 on the face gives $\mathrm{Da}_h=0.068$ and lowers $c_w$ by 6 % at fixed $c_{in}$. With $\mathrm{Da}_h$ ten times larger, the denominator is 7.29 instead of the 4.37 of an inert face, and $c_w$ is 40 % lower. The flux consumed by the wafer, $k_sc_w$, falls by the same 40 %, whereas doubling $\gamma$ at the wafer changes that flux by only 4 %.

**Q.** What else have you left out?

**A.** For these numbers, the following:

- Inertia: $\mathrm{Re}=0.67$, and solving the full equation for $f$ raises $c_w$ by 0.14 %. At ten times the flow, $c_w/c_{in}$ is 0.292 instead of the creeping value 0.280 (such a flow needs more open area than the 1 % assumed below, where it would exceed the speed of sound in the holes).
- Three-body loss: O + O₂ + M, taken as a first-order loss at rate $kn^2$ with $n$ the gas density and a generous $k=10^{-33}$ cm⁶/s, lowers $c_w$ by about 0.2 %.
- Pressure: the creeping profile has $f'''=12$, so $\partial p/\partial r=-6\mu Ur/L^3$. With $\mu=3\times10^{-5}$ Pa s, the drop from centre to edge is $3\mu UR^2/L^3=0.25$ Pa out of 133 Pa, which supports constant density.
- Rarefaction: the mean free path, estimated as $3D/\bar v$, is 0.22 mm, or 1 % of the gap.
- Dilution: the atom flux divided by the gas density is 1.3 % of $D/L$ and 4 % of $U$, which sizes the flow that surface reactions can induce; a flow of that speed normal to the wafer shifts $c_w$ by about 1 %. Dissociation also raises the gas flow by about 2.6 %, since 0.975 molecules of O₂ supply each particle of the mixture.

**Q.** The holes are narrow. Does your supply condition survive?

**A.** Assume 1 % open area, a length of 10 mm and a pitch of 8 mm. The holes are then 0.9 mm wide, the gas leaves them at 98 m/s, and $P=16.4$, so $e^{-P}\approx10^{-7}$. Further up the hole the pressure is higher, about 4 Torr at the entrance by a laminar-flow estimate, but at fixed temperature $U_h$ and $D$ both vary as its inverse, so $P$ keeps this value, and the formula for $N$ keeps its form with mole fractions in place of concentrations. At the exit the atoms' mean free path $3D/\bar v$ is a quarter of the hole width (the viscosity-based value for the gas is about a ninth), so a continuum estimate is rough there. Even twice the diffusivity would leave $e^{-8.2}\approx3\times10^{-4}$. By diffusion alone, the hole pattern decays over the gap by $e^{-2\pi L/\text{pitch}}\approx10^{-7}$. The jets themselves, with a Reynolds number of about 3, are not resolved. The hole walls need not be inert: with a sticking probability of 0.001 they would remove 20 to 25 % of the atoms, more than the 6 % lost on the face. That loss lowers $c_{in}$ itself and leaves the formula for $c_w/c_{in}$ unchanged.

**Q.** How close is all this to a real asher?

**A.** The inputs are of the usual order for downstream ashing, but $\gamma$ varies with resist, temperature and surface state, and the atom fraction depends on the source. Real chambers also break the assumption of uniform temperature, since the showerhead is usually cooler than the wafer. Setting the whole gas to 400 K, with the molecular feed, atom fraction and $\gamma$ fixed and $D\propto T^{1.75}$, changes the captured fraction from 0.80 to 0.78. That sizes the effect without bounding it, because a temperature gradient also alters the flow and adds thermal diffusion. Of the departures sized here, recombination on the showerhead and the surroundings of the wafer edge change the flux consumed by the wafer most. The numerical output below lists the concentration at five heights in the gap.

## Computed values

```
Worst relative error, formula vs direct solution: 9.8e-12
Gap 20 mm, wafer radius 150 mm
Inputs: 1 Torr, 500 K, 3000 sccm, sticking 0.05, atom fraction 0.05
Diffusivity D: 600 cm2/s; viscosity 3.0e-05 Pa s
Gas number density: 1.931e+16 cm^-3
Showerhead face speed U: 0.984 m/s
Mean atom speed: 813.4 m/s
Wafer loss speed k_s: 10.43 m/s
Peclet number Pe: 0.3280
Surface Damkohler number Da: 3.476
Da/Pe = k_s/U: 10.60
Layer integral I: 0.9532
Resistance Lam: 3.5406
Small-Pe series for Lam: 3.5404
Product Da*Lam: 12.31
c/c_in at z = 0 mm: 0.3241
c/c_in at z = 5 mm: 0.2664
c/c_in at z = 10 mm: 0.2047
c/c_in at z = 15 mm: 0.1404
c/c_in at z = 20 mm: 0.0751
Feed atom density c_in: 9.656e+14 cm^-3
Wafer atom density: 7.256e+13 cm^-3
Atom flux consumed by wafer: 7.567e+16 cm^-2 s^-1
Captured fraction: 0.7963; radial exit: 0.2037
Permeable-wafer model c_w/c_in: 0.0862
Wafer flux factor on doubling flow: 1.667
Wafer flux factor on doubling sticking: 1.040
Wafer flux factor on doubling diffusivity: 1.068
Wafer flux factor on doubling pressure: 1.039
Large-Pe coefficient Gamma(4/3): 0.8930
Reynolds number: 0.673; Schmidt number: 0.487
Inertia changes c_w by 0.144 %
Tenfold flow, c_w/c_in creeping 0.2800, full 0.2923
Showerhead sticking 0.001: Da_head 0.0678, c_w -6.28 %
Three-body loss (1e-33 cm^6/s): 0.37 1/s, c_w -0.16 %
Uniform 400 K gas: Pe 0.388, Da 4.594
Uniform 400 K gas: captured fraction 0.7845
Disk centre c_w / formula: 0.99997
Radical-free rim: c_w down over 5 % within 33 mm of edge
Radical-free rim: wafer-average c_w / formula 0.855
Mean free path: 0.221 mm; over gap: 0.0111
Radial pressure drop: 0.249 Pa of 133.3 Pa
Reaction-induced speed over D/L: 0.0131
Holes: open fraction 0.01, length 10 mm, pitch 8 mm
Hole diameter: 0.90 mm; speed 98 m/s
Hole Peclet number: 16.4; back-diffusion 7.5e-08
Jet Reynolds number: 3.04
Diffusive decay of hole pattern over gap: 1.5e-07
```
